# Paired Davidson iteration for the Bethe–Salpeter eigenproblem and its missed roots, part 2

The static Bethe–Salpeter equation for closed-shell singlets with real orbitals, $AX+BY=\omega X$, $BX+AY=-\omega Y$ (non-symmetric matrix $H$), is solved over $n$ occupied–virtual pairs $ia$ in Hartree atomic units. With $P=X+Y$, $Q=X-Y$, $P\cdot Q=1$ and $M_\pm=A\pm B$ positive definite,

$$
M_+P=\omega Q,\qquad M_-Q=\omega P .
$$

$$
M_+ = \Delta + 4(ia|jb) - W_{ij,ab} - W_{ib,ja}, \qquad M_- = \Delta - W_{ij,ab} + W_{ib,ja}.
$$

Here $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ is a gap, $(pq|rs)$ are integrals in chemists' order and $W$ is the statically screened interaction. With $\Omega=\mathrm{diag}(\omega_j)$, $M_+^{-1}=P\,\Omega^{-1}P^T$. Dipole vectors $d_{\alpha,ia}=\langle i|r_\alpha|a\rangle$ give oscillator strengths $f_j=\tfrac43\omega_j\sum_\alpha(d_\alpha\cdot P_j)^2$.

Let $z=(P,Q)$, $M=\mathrm{diag}(M_+,M_-)$, and let $K$ exchange $P$ and $Q$. The matrix $C=M^{-1/2}KM^{-1/2}$ has eigenvalues $\lambda=\pm1/\omega_j$. The Thouless functional $\rho(z)=z^TMz/z^TKz$ has an error of second order in the vector error.

The iteration expands $P$ and $Q$ in one orthonormal basis $V$ of $m$ columns, grown from seeds, and tracks the $k$ lowest roots $\tilde\omega$ of the problem projected to $m_\pm=V^TM_\pm V$. Then $\tilde\omega_k\ge\omega_k$, and no root rises as $V$ grows. The residuals $r_+=M_+P-\tilde\omega Q$, $r_-=M_-Q-\tilde\omega P$, together $r$, obey $V^Tr_\pm=0$. For small $r$, some root satisfies $|\tilde\omega-\omega_j|\le\omega_j\lVert r\rVert/\sqrt{2\tilde\omega\mu}$, with $\mu$ the smallest eigenvalue of $M$.

New directions come from diagonals $d_\pm$, either $\Delta$ (gaps) or $\mathrm{diag}\,M_\pm$:

$$
\delta P_{ia}=-\frac{d_-r_++\tilde\omega\,r_-}{d_+d_--\tilde\omega^2},\qquad \delta Q_{ia}=-\frac{\tilde\omega\,r_++d_+r_-}{d_+d_--\tilde\omega^2}.
$$

With $D$ collecting $d_\pm$, $G=(D-\tilde\omega K)^{-1}$; $\eta$ scales $O=M-D$. Also $\delta X,\delta Y=(\delta P\pm\delta Q)/2$ and $r_X=(r_++r_-)/2$; for $d_+=d_-=d$, $\delta X=-r_X/(d-\tilde\omega)$. Normalised candidates are projected against $V$ and accepted if the remaining norm exceeds $10^{-4}$.

A point-group element $g$ acts on pair vectors as $R_g$, which commutes with $M_\pm$. If an orthogonal projector $\Pi$ commutes with $M_\pm$ and the preconditioner's diagonal factors, and $\Pi V=0$ for the seeds, induction gives $\Pi V=0$ throughout in exact arithmetic. Roots with $\Pi P_j=P_j$ are then never found.

### The projectors of $D_{3h}$

Write the twelve elements as $C_3^k\sigma_v^s\sigma_h^h$, with $\sigma_v:y\to-y$ and $\sigma_h:z\to-z$. The characters are $1$ for $A_1'$, $(-1)^s$ for $A_2'$, $(-1)^{s+h}$ for $A_1''$, $(-1)^h$ for $A_2''$; for $E'$ they are $2\cos(2\pi k/3)$ at $s=0$ and zero at $s=1$, and $E''$ carries an extra $(-1)^h$. The projectors are $\Pi_\Gamma=(\dim\Gamma/12)\sum_g\chi_\Gamma(g)R_g$. The dipole vectors $d_x,d_y$ lie in $E'$ and $d_z$ in $A_2''$. A root of $A_1'$, $A_2'$, $A_1''$ or $E''$ has $d_\alpha\cdot P=0$ and $f=0$.

The gap matrix $\Delta$ is constant on every set of pairs mixed by the group, so it commutes with all $R_g$, and so does any function of it.

The matrix $\mathrm{diag}\,M_\pm$ needs a closer look. A diagonal matrix does not connect different orbital blocks, so each block can be taken alone. A block of two non-degenerate orbitals is one pure vector. A block of a non-degenerate and a degenerate orbital is one copy of $E'$ or $E''$, on which $M_\pm$ is a multiple of the identity by Schur's lemma. The remaining case is $e\times e$. Let $x,y$ and $x',y'$ be occupied and virtual partners that rotate as a vector under $C_3$, and $|\alpha\rangle=x\cos\alpha+y\sin\alpha$. Define

$$
s_1=\frac{xx'+yy'}{\sqrt2},\quad s_2=\frac{xy'-yx'}{\sqrt2},\quad e_+=\frac{xx'-yy'}{\sqrt2},\quad e_-=\frac{xy'+yx'}{\sqrt2}.
$$

Multiplying out $|\alpha\rangle|\beta\rangle'$ and using the addition theorems,

$$
|\alpha,\beta\rangle=\tfrac1{\sqrt2}\left[\cos(\alpha-\beta)s_1-\sin(\alpha-\beta)s_2+\cos(\alpha+\beta)e_++\sin(\alpha+\beta)e_-\right].
$$

A rotation adds the same angle to $\alpha$ and $\beta$, so $s_1$ and $s_2$ are invariant and $e_\pm$ rotate into each other. The mirror reverses both angles, so $s_1$ and $s_2$ have opposite mirror parity. For $e'\times e'$ they are $A_1'$, $A_2'$ and $E'$. For $e'\times e''$, taking the $e''$ partners as $xz,yz$ multiplies everything by $A_2''$ and gives $A_2''$, $A_1''$ and $E''$. For $e''\times e''$ the factor $A_2''$ appears twice, its square is $A_1'$, and the labels are those of $e'\times e'$. Within the block $M_\pm$ is diagonal in these four vectors with values $a_1,a_2,e,e$, so the diagonal element on a unit pair is

$$
d(\alpha,\beta)=\tfrac12\left[a_1\cos^2(\alpha-\beta)+a_2\sin^2(\alpha-\beta)+e\right].
$$

For mirror-adapted orbitals the angles are $0$ and $\pi/2$: $d_{xx'}=d_{yy'}=(a_1+e)/2$ and $d_{xy'}=d_{yx'}=(a_2+e)/2$. The diagonal is constant on the span of $xx',yy'$, which is the span of $s_1,e_+$, and constant on the span of $s_2,e_-$. Each of the four vectors is an eigenvector of it, for $d_+$ and $d_-$ alike and for any function of them. Every $\Pi_\Gamma$ is conserved. The diagonal does not commute with $C_3$, since $e_+$ and $e_-$ get different factors, but the induction does not need that.

Now rotate the occupied partners by $\theta$, as a calculation without imposed symmetry is free to do. The pairs $(\theta,0)$ and $(\theta+\pi/2,\pi/2)$ share $\alpha-\beta=\theta$ and have opposite $E$ parts. Their sum is along $u_1=s_1\cos\theta-s_2\sin\theta$, their difference lies in $E$, and their common diagonal is $d_1=\tfrac12(a_1\cos^2\theta+a_2\sin^2\theta+e)$. The other two pairs give $u_2=s_1\sin\theta+s_2\cos\theta$ and the orthogonal $E$ vector, with $d_2=\tfrac12(a_1\sin^2\theta+a_2\cos^2\theta+e)$. The space $E$ still maps into itself, but

$$
\langle s_1|D|s_2\rangle=-(d_1-d_2)\sin\theta\cos\theta=-\tfrac12(a_1-a_2)\cos2\theta\cdot\tfrac12\sin2\theta=-\tfrac18(a_1-a_2)\sin4\theta .
$$

The conserved projectors are now $\Pi_{E'}$, $\Pi_{E''}$, $\Pi_{A_1'}+\Pi_{A_2'}$ and $\Pi_{A_1''}+\Pi_{A_2''}$. From dipole seeds only $A_1''$ opens, through $A_2''$. This analysis is for the twofold representations of $D_{3h}$; nothing is claimed for groups with threefold ones.

Two further ways to lose a root follow. In mirror-adapted orbitals $\sigma_v$ is diagonal on pairs and commutes with both preconditioners, so $\Pi_\Gamma(1\pm R_{\sigma_v})/2$ is conserved: one partner of a degenerate level is lost if the seeds hold only the other. And if every seed is pure, $m_\pm$ are block diagonal and corrections go only to the representations of the tracked roots; a representation whose Ritz values all lie above the $k$-th is present but is not refined.

### Rounding

In floating point $\Pi V$ is small, not zero. Let a candidate $t$ of unit norm have forbidden amplitude $\epsilon_t$, let column $v_j$ have $\epsilon_j$, and let $\varrho$ be the norm left after projection. The new column $(t-\sum_jc_jv_j)/\varrho$ has forbidden amplitude up to $(\epsilon_t+\sum_j|c_j|\epsilon_j)/\varrho$, and it feeds into later columns. If no amplitude on the right exceeds $\epsilon$, then $\sum_j|c_j|\le\sqrt m$ for $m$ columns, and at the threshold used the amplification per accepted vector is at most about $(1+\sqrt m)\,10^4$. The normalisation of a small residual amplifies as well: a forbidden amplitude $\ell$ in the Ritz vector $z$ gives up to $\ell\,\lVert M-\tilde\omega K\rVert/\lVert r_\pm\rVert$ in $r_\pm/\lVert r_\pm\rVert$. The preconditioner lies between these two steps. It commutes with $\Pi$ but scales components differently, so it can raise the forbidden fraction of $(\delta P,\delta Q)$ over that of $(r_+,r_-)$ by up to the condition number of $G$. All of these are upper bounds.

## Detecting and curing a miss

For $\sigma>0$, $M-\sigma K=M^{1/2}(1-\sigma C)M^{1/2}$. By Sylvester's law of inertia this congruence preserves the number of negative eigenvalues. The eigenvalue $1-\sigma\lambda_j$ is negative exactly when $\lambda_j>1/\sigma$, that is $0<\omega_j<\sigma$. The number of roots below $\sigma$ is thus the number of negative eigenvalues of the block-diagonal factor in an $LDL^T$ factorisation of $M-\sigma K$. It needs the stored matrices and $O(n^3)$ work, so it serves for validation, not for the sizes where iteration is forced.

Adding a random vector to the seeds makes $\Pi V\ne0$, with probability one, for each such $\Pi$ and removes the obstruction, without a guarantee that the lowest roots emerge before the tolerance is met. The systematic cure is one run per representation with gap preconditioning. The seeds are $\Pi_\Gamma$ applied to unit pairs in order of increasing $\Delta$, taken in complete degenerate shells so that both partners are present. If each run returns the lowest roots of its representation and does not stop inside a degenerate level, the merged list is complete up to the smallest of the highest roots found, and the inertia count checks that assumption.

## Worked example: BF$_3$

The molecule is planar with B–F $=1.31$ Å as input, in the 6-31G basis (36 functions), at the level BSE on linearised $G_0W_0$@HF. The screening is the direct RPA of all electrons, solved as a paired problem with $M_+=\Delta^{\rm HF}+4(ia|jb)$ and $M_-=\Delta^{\rm HF}$, with roots $\Omega_m$ and densities $\rho^m_{pq}=\sum_{ia}(pq|ia)P^m_{ia}$. Then $W_{pq,rs}=(pq|rs)-4\sum_m\rho^m_{pq}\rho^m_{rs}/\Omega_m$, which by $M_+^{-1}=P\Omega^{-1}P^T$ equals a direct matrix inversion. The correlation self-energy is $\Sigma_p(x)=2\sum_{m,q}(\rho^m_{pq})^2/(x-\varepsilon_q\pm\Omega_m)$, with the plus sign for occupied $q$, and $\varepsilon_p^{\rm QP}=\varepsilon_p+\Sigma_p/(1-\Sigma_p')$ at $x=\varepsilon_p$. The program tests $W$ against the inversion, the unscreened kernels against Coulomb and exchange builds in the atomic basis, and $\Sigma$ of the highest occupied orbital at midgap against an imaginary-axis quadrature (both $0.0649871$ hartree). The BSE leaves out the four core orbitals: $12\times20=240$ pairs, of dimensions 28, 22, 100, 12, 18, 60 in $A_1'$, $A_2'$, $E'$, $A_1''$, $A_2''$, $E''$. After a test of their asymmetry, $M_\pm$ are group-averaged and the dipole vectors projected. Inner-valence and high virtual levels can lie among the poles of $\Sigma_p$, where the linearised energy is not a reliable quasiparticle energy; here it only serves to define the matrices. Solving the quasiparticle equation instead of linearising it moves the six lowest roots by about $0.01$ eV. The basis is too small for spectroscopy, and the numbers below describe the algorithm, not the molecule. In cc-pVDZ the lowest root moves from $11.48$ to $11.95$ eV, and the first bright root is number 5 at $13.59$ eV with $f=0.035$. In aug-cc-pVDZ the lowest virtual level becomes $a_1'$ at $1.14$ eV and the gap $17.17$ eV; the lowest root is $11.83$ eV (still $A_1''$, with $A_2'$ only $0.06$ eV above it), and the first bright root is number 7 at $12.96$ eV with $f=0.033$. The lowest roots thus shift by up to $1.7$ eV, and their order and strengths belong to 6-31G. The program and its output follow this text.

The lowest eigenvalues of $M_+$ and $M_-$ are $0.42556$ and $0.41706$ hartree, so the positivity assumption holds. The reference roots come from diagonalising the non-symmetric $H$. The highest occupied level is $a_2'$ at $-16.06$ eV and the lowest virtual $a_2''$ at $4.09$ eV, a gap of $20.15$ eV; their product is $A_1''$. The lowest root is $0.421771\times27.211386=11.48$ eV, of symmetry $A_1''$ and dark.

| roots | eV | symmetry | $f$ per root |
|---|---|---|---|
| 1 | 11.48 | $A_1''$ | 0 |
| 2, 3 | 12.39 | $E''$ | 0 |
| 4, 5 | 13.05 | $E'$ | 0.065 |
| 6 | 13.58 | $A_2'$ | 0 |
| 7, 8 | 14.22 | $E''$ | 0 |
| 9, 10 | 14.96 | $E'$ | 0.237 |
| 11 | 15.55 | $A_1'$ | 0 |

### Bounds

The upper bound, monotonicity, $V^Tr_\pm=0$ and the residual bound are asserted at every iteration of every run. Eight random unpaired vectors give a projected eigenvalue of modulus $0.0162$ hartree, far below $\omega_1=0.4218$; the paired problem in the span of their $X$ and $Y$ halves gives $1.5066$ hartree. Doubling the vector error multiplies the error of the Thouless functional by $4.0005$, against 4. At the tolerance $10^{-5}$ hartree and $\tilde\omega\approx\omega_j=0.4795$ hartree, the bound is $0.4795\times10^{-5}/\sqrt{2\times0.4795\times0.41706}=7.6\times10^{-6}$ hartree on the distance to the nearest root.

### One preconditioner component

With the twelve lowest-gap unit pairs as seeds the first Ritz value is $\tilde\omega=0.428404$ hartree. At the largest component of $\delta P$, $d_+=0.776318$, $d_-=0.775887$, $r_+=0.041039$ and $r_-=0.041866$ hartree. The denominator is $0.602335-0.183530=0.418805$ hartree$^2$, and

$$
\delta P=-\frac{0.031842+0.017936}{0.418805}=-0.11886,\qquad\delta Q=-\frac{0.017581+0.032501}{0.418805}=-0.11958 .
$$

From the printed $-0.118855$ and $-0.119585$, $\delta X=-0.119220$ and $\delta Y=0.000365$. The two vectors are nearly equal at this component. The equal-diagonal formula with the mean $d=0.776103$ and $r_X=0.041453$ gives $-0.041453/0.347699=-0.11922$. With the gap $1.066746$ hartree in place of $d$ it gives $-0.041453/0.638342=-0.0649$, smaller by a factor of $1.8$, because the gap omits the diagonal kernel term. The diagonal formula agrees with a dense solve to $2.9\times10^{-15}$ in norm at $\eta=0$, and its error grows by $1.9994$ when $\eta$ is doubled.

For four roots from these seeds the final basis has 97 vectors without preconditioning (17 iterations), 58 with gaps (8) and 48 with $\mathrm{diag}\,M_\pm$ (7), none missing a root. In the last run the lowest root lies above the exact one by $6.6\times10^{-3}$, $8.4\times10^{-6}$, $1.1\times10^{-8}$, $2.1\times10^{-12}$ hartree at residuals $9.1\times10^{-2}$, $4.3\times10^{-3}$, $1.6\times10^{-4}$, $2.8\times10^{-6}$ hartree. The ratio of error to squared residual stays between about $0.27$ and $0.80$ per hartree while the error falls by nine orders of magnitude.

### The diagonal and the projectors

In the $e'\times e'$ block of $M_+$ with the largest $|a_1-a_2|$, $a_1=1.42004$, $a_2=1.12422$, $e=1.12478$ hartree. Then $(a_1+e)/2=1.27241$ and $(a_2+e)/2=1.12450$, the printed diagonal. The largest commutator element of $\mathrm{diag}\,M_+$ with a group element is $0.0640$ hartree, while those of $\mathrm{diag}\,M_\pm$ with the projectors are at most $6.7\times10^{-16}$. At $\theta=\pi/8$ the coupling has magnitude $0.29582/8=0.0370$ hartree. The commutator with $\Pi_{A_1'}$ is this number times $|s_1\rangle\langle s_2|-|s_2\rangle\langle s_1|$, whose pair-basis elements are $\pm\tfrac12$, giving $0.018$ hartree as printed. The commutators with $\Pi_{E'}$ and $\Pi_{E''}$ stay at rounding level.

### Missed roots

A miss is counted as the inertia just below the highest root found, minus the roots found there; a degenerate partner of the highest root is not counted. A weight is the largest $\lVert\Pi_\Gamma v\rVert^2$ over the basis vectors.

Six dipole seeds, $d_\alpha$ and $d_\alpha/\Delta^2$, with four tracked roots converge to $13.05$, $13.05$, $14.96$, $14.96$ eV, all $E'$, with either preconditioner. Eight roots lie below $14.96$ eV and two were found, so six are missed: roots 1, 2, 3, 6, 7, 8, all dark. The reported lowest excitation is too high by $13.05-11.48=1.57$ eV relative to the true lowest root of the same matrices. The weight of each dark representation is $10^{-15}$ or less.

The two $z$ seeds with the adapted diagonal give the $A_2''$ roots $16.75$ and $17.85$ eV and miss 15, among them the bright roots 4, 5, 9, 10. With orbitals rotated by $\pi/8$ the same seeds reach an $A_1''$ weight of $0.98$ and return $11.48$ eV ($A_1''$) and $16.75$ eV, while $A_1'$, $A_2'$, $E'$ have zero weight and $E''$ has $5\times10^{-17}$. Twelve roots are still missed. A rotation of degenerate orbitals with $\sin4\theta\ne0$ can thus change which roots the diagonal preconditioner finds.

The four lowest-gap unit seeds return $11.48$, $12.39$, $13.05$, $13.05$ eV and miss one root, the second partner at $12.39$ eV, although $E''$ is present. The cause can be read from the output. The lowest gap is the pure $A_1''$ pair. Both $E'$ partners were found, which takes one seed of each mirror parity. One seed remains for $E''$; a unit pair has one mirror parity, so the other partner is excluded by the conserved projector $\Pi_{E''}(1\pm R_{\sigma_v})/2$. The truncation at four cut a degenerate shell.

When the $z$ seeds keep their numerical noise in $E'$, of weight $6.0\times10^{-27}$, the rotated run ends with an $E'$ weight of $0.068$ in its basis, a growth of $10^{25}$ in weight and about $3\times10^{12}$ in amplitude; the roots returned are unchanged at the printed digits. The final weight and the basis size of 30 belong to this noise: other $E'$ noise of the same size ends with weights of $0.9$ to $0.99$ and 32 vectors, the amplitude growing from the first iteration on, mostly by one to three orders of magnitude per iteration. The rounding bounds above allow growth of this size; the program tests the growth, not its origin. Noise of this kind is no substitute for proper seeds, since twelve roots remain missed.

A random admixture of relative amplitude $0.1$ to the dipole seeds gives $11.48$, $12.39$, $12.39$, $13.05$ eV with no miss, at 106 basis vectors against 70. This is one draw of random numbers.

The runs per representation return two levels each, 16 roots in 166 basis vectors in all. The highest roots found are $18.85$, $20.12$, $14.96$, $19.26$, $17.85$ and $14.22$ eV, so the argument guarantees completeness of the merged list only up to $14.22$ eV, the second $E''$ level. Comparison with the reference shows that the list in fact holds roots 1 to 11, up to $15.55$ eV, and first lacks root 12, of $E''$ symmetry at $15.59$ eV; the runs alone cannot show this. The certified range ends at $14.22$ eV. It holds 8 roots there, the inertia count is 8, and the values agree with the reference within the asserted $10^{-7}$ hartree. To extend the guaranteed range, more roots are needed in $E''$ first and then in $E'$.

## Numbers as computed

```
input: B-F 1.31 Angstrom, AOs 36, valence occ 12, vir 20, pairs 240
HF energy -323.083827 hartree; 1 hartree = 27.211386 eV
QP HOMO A2' -16.060 eV, LUMO A2" 4.089 eV, gap 20.149 eV
Sigma_HOMO(midgap): poles 0.0649871, quadrature 0.0649871 hartree
lowest eig A+B 0.42556, A-B 0.41706 hartree
irrep dimensions: A1' 28, A2' 22, E' 100, A1" 12, A2" 18, E" 60
commutator with D3h elements: gaps 0.0e+00, diag 0.0640; diag with projectors 6.7e-16 hartree
e'xe' block of A+B: a1 1.42004, a2 1.12422, e 1.12478; diagonal 1.27241 1.12450 1.12450 1.27241 hartree
rotation 0.3927 rad, projector commutators: A1' 1.8e-02, A2' 1.8e-02, E' 6.7e-16, A1" 5.4e-03, A2" 5.4e-03, E" 4.4e-16 hartree
exact root 1: 0.421771 hartree 11.4770 eV A1" f=0.00000
exact root 2: 0.455428 hartree 12.3928 eV E" f=0.00000
exact root 3: 0.455428 hartree 12.3928 eV E" f=0.00000
exact root 4: 0.479517 hartree 13.0483 eV E' f=0.06475
exact root 5: 0.479517 hartree 13.0483 eV E' f=0.06475
exact root 6: 0.498959 hartree 13.5774 eV A2' f=0.00000
exact root 7: 0.522490 hartree 14.2177 eV E" f=0.00000
exact root 8: 0.522490 hartree 14.2177 eV E" f=0.00000
exact root 9: 0.549639 hartree 14.9564 eV E' f=0.23717
exact root 10: 0.549639 hartree 14.9564 eV E' f=0.23717
exact root 11: 0.571517 hartree 15.5518 eV A1' f=0.00000
exact root 12: 0.573085 hartree 15.5944 eV E" f=0.00000
first bright root: number 4, 13.0483 eV
Thouless error ratio on doubling the vector error: 4.0005
8 random vectors, smallest |root|: unpaired 0.0162, paired 1.5066 hartree
preconditioner error: 2.9e-15 at zero coupling, ratio 1.9994 on doubling
largest component: w 0.428404, d+ 0.776318, d- 0.775887, gap 1.066746 hartree
  r+ 0.041039, r- 0.041866 hartree, den 0.418805 hartree^2, dP -0.118855, dQ -0.119585
12 unit seeds, 4 roots, prec none: iterations 17, basis 97, missed 0
12 unit seeds, 4 roots, prec gaps: iterations 8, basis 58, missed 0
12 unit seeds, 4 roots, prec diag: iterations 7, basis 48, missed 0
  diag iter 1: basis 12, w1 0.42840425 hartree, above exact 6.6e-03, residual 9.1e-02
  diag iter 2: basis 20, w1 0.42177905 hartree, above exact 8.4e-06, residual 4.3e-03
  diag iter 3: basis 28, w1 0.42177066 hartree, above exact 1.1e-08, residual 1.6e-04
  diag iter 4: basis 36, w1 0.42177065 hartree, above exact 2.1e-12, residual 2.8e-06
dipole seeds, gaps: 13.0483 E', 13.0483 E', 14.9564 E', 14.9564 E' eV; missed 6
  basis 70, max weight: A1' 9.9e-16, A2' 1.5e-19, E' 1.0e+00, A1" 8.9e-89, A2" 1.0e+00, E" 3.0e-29
dipole seeds, diag: 13.0483 E', 13.0483 E', 14.9564 E', 14.9564 E' eV; missed 6
  basis 60, max weight: A1' 4.6e-17, A2' 2.3e-20, E' 1.0e+00, A1" 1.2e-86, A2" 1.0e+00, E" 2.6e-27
z seeds, diag adapted: 16.7528 A2", 17.8468 A2" eV; missed 15
  basis 18, max weight: A1' 0.0e+00, A2' 0.0e+00, E' 0.0e+00, A1" 1.7e-83, A2" 1.0e+00, E" 1.5e-24
z seeds, diag rotated: 11.4770 A1", 16.7528 A2" eV; missed 12
  basis 30, max weight: A1' 0.0e+00, A2' 0.0e+00, E' 0.0e+00, A1" 9.8e-01, A2" 1.0e+00, E" 5.0e-17
noisy z seeds, diag rotated: 11.4770 A1", 16.7528 A2" eV; missed 12
  basis 30, max weight: A1' 1.5e-31, A2' 1.7e-32, E' 6.8e-02, A1" 9.8e-01, A2" 1.0e+00, E" 3.6e-17
  E' weight in the noisy seeds 6.0e-27, growth factor 1.1e+25
4 lowest-gap seeds, gaps: 11.4770 A1", 12.3928 E", 13.0483 E', 13.0483 E' eV; missed 1
  basis 60, max weight: A1' 1.6e-20, A2' 5.0e-22, E' 1.0e+00, A1" 1.0e+00, A2" 0.0e+00, E" 1.0e+00
dipole + 0.1 random, gaps: 11.4770 A1", 12.3928 E", 12.3928 E", 13.0483 E' eV; missed 0
  basis 106, max weight: A1' 5.2e-01, A2' 2.7e-01, E' 9.9e-01, A1" 4.3e-01, A2" 9.9e-01, E" 6.9e-01
irrep A1': 15.5518, 18.8489 eV, basis 22
irrep A2': 13.5774, 20.1162 eV, basis 20
irrep E': 13.0483, 13.0483, 14.9564, 14.9564 eV, basis 52
irrep A1": 11.4770, 19.2565 eV, basis 12
irrep A2": 16.7528, 17.8468 eV, basis 16
irrep E": 12.3928, 12.3928, 14.2177, 14.2177 eV, basis 44
merged: 8 roots up to 14.2177 eV, inertia count 8, total basis 166
```
